\section*{CCSD-F12 from a Geminal Excitation Operator over the Complete Virtual Space, part 1}

(Sections cited here and not found follow in the second part.)

\section{The geminal operator and the transformed Hamiltonian}

\subsection{Two electrons that meet}

When two electrons come close, their repulsion $1/r_{12}$ diverges, and the kinetic energy of the wavefunction must cancel the divergence. Near $r_{12}=0$ write the wavefunction as a smooth function, nonzero at contact, times $1+\kappa r_{12}$. In relative and centre-of-mass coordinates the kinetic operator is $-\nabla_r^2-\tfrac14\nabla_R^2$, and $\nabla_r^2 r=2/r$. The singular terms are therefore $(-2\kappa+1)/r_{12}$, so that $\kappa=\tfrac12$. The wavefunction has a kink, whereas a finite sum of products of smooth orbitals has none. The remedy is to put a function of $r_{12}$ into the wavefunction. The question here is how to do so within coupled-cluster theory, and what becomes of its equations.

Atomic units and real orthonormal spin orbitals are used. The reference $|0\rangle$ is a closed-shell Hartree--Fock determinant computed in a given basis. The indices are $i,j,k,l,m,n$ for occupied orbitals; $a,b,d$ for virtuals of the given basis; $\alpha,\beta,\gamma,\delta$ for the complete virtual space, which contains the given virtuals and all complementary orbitals; $p,q,r,s$ and $\lambda$ for any orbital. The correlation factor is
\begin{equation}
f_{12}=-\frac{e^{-\zeta r_{12}}}{\zeta}=-\frac1\zeta+r_{12}-\frac{\zeta r_{12}^2}{2}+\dots ,
\end{equation}
which has unit slope at contact and the dimension of a length.

Start with two electrons in spin orbitals 1 and 2. The product $f_{12}|12\rangle$ overlaps with the reference, with single excitations and with the ordinary doubles. Let $O$ project on the occupied orbitals and $V$ on the given virtuals, and define
\begin{equation}
Q_{12}=(1-O_1)(1-O_2)-V_1V_2 .
\end{equation}
On an orbital product $Q_{12}$ gives one if both orbitals are virtual and not both are given virtuals, and zero otherwise. Hence $Q_{12}^2=Q_{12}$. Put
\begin{equation}
F^{\alpha\beta}_{kl}=\langle\alpha\beta|Q_{12}f_{12}|kl\rangle-\langle\alpha\beta|Q_{12}f_{12}|lk\rangle ,
\end{equation}
which changes sign when $\alpha,\beta$ or $k,l$ are exchanged. For the single pair consider
\begin{equation}
T_{2'}=c\sum_{\alpha<\beta}F^{\alpha\beta}_{12}\,a^\dagger_\alpha a^\dagger_\beta a_2a_1 .
\end{equation}
With $|0\rangle=a_1^\dagger a_2^\dagger|\mathrm{vac}\rangle$ one has $a_2a_1|0\rangle=|\mathrm{vac}\rangle$, and $a^\dagger_\alpha a^\dagger_\beta|\mathrm{vac}\rangle=(|\alpha\beta\rangle-|\beta\alpha\rangle)/\sqrt2$. Since $F$ is antisymmetric, the restricted sum becomes a free one:
\begin{equation}
T_{2'}|0\rangle=\frac{c}{\sqrt2}\sum_{\alpha\beta}F^{\alpha\beta}_{12}|\alpha\beta\rangle
=c\,Q_{12}f_{12}\frac{|12\rangle-|21\rangle}{\sqrt2}=c\,Q_{12}f_{12}|0\rangle .
\end{equation}
The last step uses the completeness of the products $|\alpha\beta\rangle$ in the range of $Q_{12}$. The operator thus creates the explicitly correlated function itself, although it is written with orbitals.

Two limits check the definition. If the given basis becomes complete, then $V=1-O$, so $Q_{12}=0$ and $T_{2'}$ vanishes: nothing is counted twice. If a constant is added to $f_{12}$, nothing changes, because $Q_{12}|kl\rangle=0$. The term $-1/\zeta$ above is therefore harmless.

\subsection{Many pairs, and why the excitations commute}

For many electrons every occupied pair $ij$ may be replaced by the pair function generated from any $kl$:
\begin{equation}
T_{2'}=\sum_{i<j}\sum_{k<l}c^{kl}_{ij}\sum_{\alpha<\beta}F^{\alpha\beta}_{kl}\,a^\dagger_\alpha a^\dagger_\beta a_ja_i .
\end{equation}
Allowing $kl\neq ij$ keeps the space of pair functions unchanged when the occupied orbitals are rotated among themselves, since the products $|kl\rangle$ then mix linearly. The conventional operators are
\begin{equation}
T_1=\sum_{ia}t^a_i\,a^\dagger_aa_i,\qquad
T_2=\tfrac14\sum_{ijab}t^{ab}_{ij}\,a^\dagger_aa^\dagger_ba_ja_i .
\end{equation}
$T_1$ is confined to the given virtuals. Relaxation of the reference into the complementary space is therefore left out.

In all three operators the creators carry virtual indices and the annihilators occupied ones. A virtual creator and an occupied annihilator anticommute, because their orbitals differ; two creators anticommute, as do two annihilators. Moving a string of four such operators past one of two or four takes eight or sixteen exchanges, an even number, so
\begin{equation}
[T_{2'},T_1]=[T_{2'},T_2]=0,\qquad e^{T_1+T_2+T_{2'}}=e^{T_1}e^{T_2}e^{T_{2'}} .
\end{equation}

This rests on the factors $1-O$ in $Q_{12}$. Without them, strings with an occupied creator $a^\dagger_m$ would appear. Since $[a^\dagger_aa_k,a^\dagger_m]=\delta_{km}a^\dagger_a$, while $a^\dagger_aa_k$ commutes with virtual creators and occupied annihilators,
\begin{equation}
[a^\dagger_aa_k,\;a^\dagger_ma^\dagger_\beta a_ja_i]=\delta_{km}\,a^\dagger_aa^\dagger_\beta a_ja_i\neq0 .
\end{equation}
The term $V_1V_2$ plays no part in this, because given virtuals are virtuals; it removes the overlap with $T_2|0\rangle$.

The numerical check builds these operators as matrices over all four-electron determinants of a finite model, described with the worked example below. With random amplitudes the largest elements of the two commutators are $1.7\times10^{-18}$ and $3.5\times10^{-18}$. If $Q_{12}$ is omitted they are 0.074 and 0.164.

\subsection{The expansion ends at fourth order}

Let $T=T_1+T_2+T_{2'}$. The wavefunction is $e^T|0\rangle$, and the Schr\"odinger equation multiplied by $e^{-T}$ reads $\bar H|0\rangle=E|0\rangle$ with $\bar H=e^{-T}He^T$. The approximation will consist in imposing it on selected projections.

Consider one elementary operator $x$, a creator or an annihilator. The expansion $e^{-T}xe^{T}=x+[x,T]+\tfrac12[[x,T],T]+\dots$ stops after the second term. Indeed $[x,T]$ results from contracting $x$ with one operator of $T$; what is left consists of virtual creators and occupied annihilators and commutes with $T$. Inserting $e^Te^{-T}=1$ between the factors of $H$ transforms each factor separately. A two-electron term has four factors, each linear in $T$ at most, hence
\begin{equation}
\bar H=H+[H,T]+\tfrac1{2!}[[H,T],T]+\tfrac1{3!}[[[H,T],T],T]+\tfrac1{4!}[[[[H,T],T],T],T] .
\end{equation}
The complete virtual space changes nothing here: the length of the series depends on the number of operators in $H$, not on the number of orbitals. On a random normalized state of the model the fourth nested commutator has norm 0.0037~$E_\mathrm h$, and the fifth $6\times10^{-20}$~$E_\mathrm h$.

\subsection{Absorbing the singles}

Because $T_1$ commutes with the doubles operators, it may be applied first. From
\begin{equation}
[a^\dagger_aa_i,a^\dagger_j]=\delta_{ij}a^\dagger_a,\qquad [a^\dagger_aa_i,a_b]=-\delta_{ab}a_i
\end{equation}
and $e^{-T_1}xe^{T_1}=x-[T_1,x]$ it follows that
\begin{equation}
a^\dagger_j\to a^\dagger_j-\sum_at^a_ja^\dagger_a,\qquad a_b\to a_b+\sum_it^b_ia_i ,
\end{equation}
while virtual creators, occupied annihilators and complementary annihilators stay as they are. Collect the amplitudes in a matrix $\mathbf t$ whose nonzero elements are $(\mathbf t)_{ai}=t^a_i$. Regrouping the operators moves the change into the integrals:
\begin{align}
\tilde h&=(1-\mathbf t)\,h\,(1+\mathbf t),\\
\langle pq\|rs\rangle^{\sim}&=\sum_{p'q'r's'}(1-\mathbf t)_{pp'}(1-\mathbf t)_{qq'}\langle p'q'\|r's'\rangle(1+\mathbf t)_{r'r}(1+\mathbf t)_{s's} .
\end{align}
Here $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ is the antisymmetrized repulsion integral. The dressed integrals keep this antisymmetry, but exchanging bra and ket is no longer allowed. For $\mathbf t=0$ the bare integrals return.

Next, order the dressed Hamiltonian relative to $|0\rangle$. Braces denote normal order: the operators that destroy $|0\rangle$, namely $a_\gamma$ and $a^\dagger_k$, stand on the right, with the sign of the permutation. By Wick's theorem the nonzero contractions of $a^\dagger_pa_q$ are $\delta_{pq}$ with $p$ occupied. In $\tfrac14\langle pq\|rs\rangle^\sim a^\dagger_pa^\dagger_qa_sa_r$ there are four single contractions, made equal by antisymmetry, and two double contractions, also equal. Thus
\begin{align}
\tilde H&=\tilde E_0+\sum_{pq}\tilde f_{pq}\{a^\dagger_pa_q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle^{\sim}\{a^\dagger_pa^\dagger_qa_sa_r\},\\
\tilde f_{pq}&=\tilde h_{pq}+\sum_k\langle pk\|qk\rangle^{\sim},\qquad
\tilde E_0=E_\mathrm{nuc}+\sum_i\tilde h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle^{\sim}.
\end{align}

In $\tilde E_0$ the factors $1-\mathbf t$ act as unity, because an occupied row of $\mathbf t$ is zero. Each ket index $i$ becomes $i+\sum_at^a_ia$. The linear terms are $\sum h_{ia}t^a_i+\sum\langle ij\|aj\rangle t^a_i$, the factor $\tfrac12$ being cancelled by the two equal choices of electron. They combine into the Fock matrix $f_{pq}$, which is $\tilde f_{pq}$ at $\mathbf t=0$:
\begin{equation}
\tilde E_0=E_\mathrm{HF}+\sum_{ia}f_{ia}t^a_i+\tfrac12\sum_{ijab}\langle ij\|ab\rangle t^a_it^b_j .
\end{equation}

\subsection{One set of doubles amplitudes}

Both doubles operators have the same operator string. Their sum is
\begin{equation}
\mathcal T=T_2+T_{2'}=\tfrac14\sum_{ij\alpha\beta}\mathcal T^{\alpha\beta}_{ij}a^\dagger_\alpha a^\dagger_\beta a_ja_i,\qquad
\mathcal T^{\alpha\beta}_{ij}=t^{\alpha\beta}_{ij}+\sum_{k<l}F^{\alpha\beta}_{kl}c^{kl}_{ij},
\end{equation}
where $t^{\alpha\beta}_{ij}$ is zero unless both upper indices are given virtuals, and $c$ is extended to all $ij$ by $c^{kl}_{ji}=-c^{kl}_{ij}$, so that $\sum_{i<j}\sum_{\alpha<\beta}$ becomes $\tfrac14\sum_{ij\alpha\beta}$. The two parts never occupy the same element, since $F^{ab}_{kl}=0$.

CCSD-F12 therefore has the algebra of CCSD in the complete virtual space. Its doubles amplitudes are restricted to a form with few parameters. If $c=0$, ordinary CCSD returns. If the pair functions filled the whole range of $Q_{12}$, the doubles would be unrestricted, with $T_1$ still confined to the given virtuals.

The remaining transformation needs two commutators. An annihilator $a_\gamma$ can meet either creator of $\mathcal T$, and $a_k^\dagger$ either annihilator. By antisymmetry the two choices are equal, so that the prefactor $\tfrac14$ becomes $\tfrac12$:
\begin{align}
A_\gamma&=[a_\gamma,\mathcal T]=\tfrac12\sum_{\alpha mn}\mathcal T^{\gamma\alpha}_{mn}a^\dagger_\alpha a_na_m,\\
B_k&=[a^\dagger_k,\mathcal T]=-\tfrac12\sum_{\alpha\beta n}\mathcal T^{\alpha\beta}_{kn}a^\dagger_\alpha a^\dagger_\beta a_n .
\end{align}
The sign of $B_k$ arises because $a^\dagger_k$ stands to the right of $a_ja_i$ in $\mathcal Ta^\dagger_k$, which enters the commutator negatively. In $\tilde H$ one now replaces $a_\gamma\to a_\gamma+A_\gamma$ and $a^\dagger_k\to a^\dagger_k+B_k$; virtual creators and occupied annihilators do not change.

\section{Energy, residuals and geminal integrals}

\subsection{What is carried over}

Occupied orbitals are $i,j,k,l,m,n$, given virtuals $a,b,d$, and complete virtuals $\alpha,\beta,\gamma,\delta$. The projector $Q_{12}$ keeps products of two virtuals that are not both given, and $F^{\alpha\beta}_{kl}$ is the antisymmetrized element of $Q_{12}f_{12}$. The combined doubles amplitudes are $\mathcal T^{\alpha\beta}_{ij}=t^{\alpha\beta}_{ij}+\sum_{k<l}F^{\alpha\beta}_{kl}c^{kl}_{ij}$. A tilde marks integrals dressed by $T_1$. In the normal-ordered $\tilde H$, with constant $\tilde E_0$, the doubles enter through $a_\gamma\to a_\gamma+A_\gamma$ and $a_k^\dagger\to a_k^\dagger+B_k$, where
\begin{equation}
A_\gamma=\tfrac12\sum\mathcal T^{\gamma\alpha}_{mn}a^\dagger_\alpha a_na_m,\qquad
B_k=-\tfrac12\sum\mathcal T^{\alpha\beta}_{kn}a^\dagger_\alpha a^\dagger_\beta a_n .
\end{equation}
From here on, repeated indices that do not label the result are summed.

The residuals are the coefficients in
\begin{equation}
\bar H|0\rangle=E|0\rangle+R^\alpha_ia^\dagger_\alpha a_i|0\rangle+\tfrac14R^{\alpha\beta}_{ij}a^\dagger_\alpha a^\dagger_\beta a_ja_i|0\rangle+\dots
\end{equation}
with $R^{\alpha\beta}_{ij}$ antisymmetric in each pair. Let $P(\alpha\beta)Z^{\alpha\beta}=Z^{\alpha\beta}-Z^{\beta\alpha}$, and likewise $P(ij)$. A coefficient $M$ of the string $a^\dagger_\alpha a^\dagger_\beta a_ja_i$ contributes $P(\alpha\beta)P(ij)M$ to $R$. If it is $\tfrac12M$, with $M$ antisymmetric in one pair, it contributes $P\,M$ for the other pair. If it is $\tfrac14M$ with both antisymmetries, it contributes $M$.

The geminal operator $T_{2'}$ commutes with $T_1$ and $T_2$, the expansion of $\bar H$ ends at fourth order, and the singles are absorbed into dressed integrals while both kinds of doubles share one set of amplitudes $\mathcal T^{\alpha\beta}_{ij}$. What remains is to derive the energy and the residuals, choose the projections that must vanish, and test the result on a four-electron model.
